# Plane-Wave Kinetic Stress from Homogeneous Strain

When the energy of a crystal is written in plane waves, the kinetic energy at fixed expansion coefficients depends on the shape of the cell only through the wave vectors, and this dependence gives a stress. In the model crystal used below, the potential part of the stress alone (Section 7, which includes the change of the wave vectors in the potential) gives a pressure of $-1.941$ mHa/bohr³. The total is $-0.578$ mHa/bohr³. (These values belong to a coarse k-point mesh and a small basis; Section 8 gives the shifts.) The difference, $1.362$ mHa/bohr³ when taken before rounding, comes from the change of the wave vectors in the kinetic energy.

To find it we need to know what changes when a cell is strained and what can be held fixed. Hartree atomic units are used, so the electron mass and $\hbar$ are 1.

## 1. A ring in one dimension

Take a ring of length $L$ and stretch it to $L'=(1+\eta)L$. A point at $x$ moves to $x'=(1+\eta)x$. The reciprocal vectors are $G=2\pi m/L$ with integer $m$. Keeping $m$ fixed,

$$G'=\frac{2\pi m}{L'}=\frac{G}{1+\eta},\qquad G'x'=Gx .$$

Lengths grow, wave vectors shrink, and the phase stays the same. An atom that keeps its fractional position therefore keeps its phase factor $e^{-iG\tau}$.

An electron in the single wave $L^{-1/2}e^{iGx}$ has kinetic energy $T=G^2/2$. After stretching,

$$T(\eta)=\frac{G^2}{2(1+\eta)^2},\qquad \left.\frac{dT}{d\eta}\right|_0=-G^2=-2T .$$

Stretching lowers the kinetic energy, so the electron pushes outward. As a limit, the wave with $G=0$ has no kinetic energy and does not push.

## 2. Reciprocal vectors in three dimensions

A homogeneous strain moves every point according to

$$\mathbf r'=F\mathbf r,\qquad F=1+\varepsilon,\qquad \det F>0 .$$

The nine components of $\varepsilon$ are treated as independent, so $\varepsilon$ need not be symmetric. Lattice vectors are differences of points, hence $\mathbf a_i'=F\mathbf a_i$.

The reciprocal vectors are defined by $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. Since the three $\mathbf a_i$ are linearly independent, these conditions fix each $\mathbf b_j$ uniquely. Try $\mathbf b_j'=F^{-T}\mathbf b_j$, where $F^{-T}$ is the transpose of $F^{-1}$. Moving a matrix from one side of a scalar product to the other transposes it, so

$$\mathbf a_i'\cdot\mathbf b_j'=(F\mathbf a_i)\cdot(F^{-T}\mathbf b_j)
=\mathbf a_i\cdot(F^TF^{-T}\mathbf b_j)=\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}.$$

The trial vectors satisfy the defining conditions and are therefore the new reciprocal vectors. Every $\mathbf G$ is a combination of the $\mathbf b_j$ with fixed integers, so

$$\boxed{\mathbf G'=F^{-T}\mathbf G}$$

holds for finite strain. A Bloch vector $\mathbf k$ with fixed fractional reciprocal coordinates follows the same rule, and so does $\mathbf q=\mathbf k+\mathbf G$.

For small strain, $(1+\varepsilon)^{-1}=1-\varepsilon+O(\varepsilon^2)$, and therefore

$$q_\gamma'=q_\gamma-\sum_\delta\varepsilon_{\delta\gamma}q_\delta+O(\varepsilon^2). \tag{1}$$

**Limit: simple shear.** Take a square lattice with $\mathbf a_1=(a,0)$ and $\mathbf a_2=(0,a)$, and let $x'=x+\gamma y$, $y'=y$. Then $\mathbf a_2'=(\gamma a,a)$, while $\mathbf a_1$ stays put. The rule gives $\mathbf b_1'=(2\pi/a)(1,-\gamma)$, which is perpendicular to $\mathbf a_2'$ as required. Without the transpose, $\mathbf b_1$ would remain $(2\pi/a)(1,0)$, and $\mathbf a_2'\cdot\mathbf b_1'$ would be $2\pi\gamma$ instead of zero.

**Limit: rotation.** If $F$ is a rotation, $F^{-T}=F$. The reciprocal lattice turns with the crystal, and all lengths $|\mathbf q|$ are unchanged.

**Numbers.** The model cell has lattice vectors $(6,0,0)$, $(1,6.5,0)$ and $(0.5,-0.8,7)$ bohr. It is strained by

$$\varepsilon=\begin{pmatrix}0.03&0.02&0\\-0.01&-0.02&0.015\\0.01&0&0.01\end{pmatrix}.$$

Before the strain, $\mathbf b_1=(1.0472,-0.1611,-0.0932)$ bohr⁻¹. By (1), its $x$ component should fall by

$$0.03(1.0472)-0.01(-0.1611)+0.01(-0.0932)=0.0321,$$

to $1.0151$ bohr⁻¹. Cross products of the strained lattice vectors give $1.0158$ bohr⁻¹. The difference is of second order in the strain: the program finds that the remainder of (1) falls by a factor 3.999 when a small strain is halved.

## 3. Structure factors

Let the atoms keep their fractional coordinates, so that $\boldsymbol\tau_s'=F\boldsymbol\tau_s$. The argument used for the lattice vectors gives $\mathbf G'\cdot\boldsymbol\tau_s'=\mathbf G\cdot\boldsymbol\tau_s$. Every phase is unchanged, and so is the sum:

$$S(\mathbf G)=\sum_s e^{-i\mathbf G\cdot\boldsymbol\tau_s},\qquad \boxed{S'(\mathbf G')=S(\mathbf G)} .$$

The two quantities are compared at the same integer triple, not at the same Cartesian wave vector.

The model has two atoms, at fractional positions $(0,0,0)$ and $(0.40,0.45,0.35)$. For the triple $(1,0,0)$,

$$S=1+e^{-2\pi i(0.40)}=0.1910-0.5878\,i$$

both before and after the strain. If the cell is strained while the atoms stay at their old Cartesian positions, the result is $0.2876-0.7018\,i$. The invariance thus depends on the atoms following the strain.

## 4. Orbitals and density components

The electrons need a rule too. Let an orbital be stretched with the cell:

$$\psi'(\mathbf r')=(\det F)^{-1/2}\,\psi(F^{-1}\mathbf r').$$

Since $d^3r'=\det F\,d^3r$, the prefactor keeps the orbital normalized. Insert the plane-wave expansion

$$\psi(\mathbf r)=\Omega^{-1/2}\sum_{\mathbf G}c(\mathbf G)\,e^{i\mathbf q\cdot\mathbf r},$$

where $\Omega$ is the cell volume. With $\Omega'=\det F\,\Omega$ and $\mathbf q\cdot F^{-1}\mathbf r'=(F^{-T}\mathbf q)\cdot\mathbf r'=\mathbf q'\cdot\mathbf r'$,

$$\psi'(\mathbf r')=\Omega'^{-1/2}\sum_{\mathbf G}c(\mathbf G)\,e^{i\mathbf q'\cdot\mathbf r'} .$$

Stretching the orbital is the same as keeping its coefficients and using the plane waves of the new cell.

Let $w_{\mathbf k}$ be k-point weights that sum to 1, and let $f_{n\mathbf k}$ be occupations that include spin. The density is $n(\mathbf r)=\sum_{n\mathbf k}w_{\mathbf k}f_{n\mathbf k}|\psi_{n\mathbf k}(\mathbf r)|^2$, with Fourier components

$$n(\mathbf G)=\frac1\Omega\int_\Omega n(\mathbf r)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r .$$

For one orbital,

$$|\psi|^2=\frac1\Omega\sum_{\mathbf G_1\mathbf G_2}c^*(\mathbf G_1)\,c(\mathbf G_2)\,e^{i(\mathbf G_2-\mathbf G_1)\cdot\mathbf r}.$$

The vector $\mathbf k$ has cancelled. The integral over the cell gives $\Omega$ when $\mathbf G_2=\mathbf G_1+\mathbf G$ and zero otherwise. Hence

$$\Omega\,n(\mathbf G)=\sum_{n\mathbf k}w_{\mathbf k}f_{n\mathbf k}\sum_{\mathbf G_1}c_{n\mathbf k}^*(\mathbf G_1)\,c_{n\mathbf k}(\mathbf G_1+\mathbf G).$$

The right side contains coefficients and integer labels, but no lengths or angles of the cell. At fixed coefficients and occupations,

$$\boxed{\Omega'n'(\mathbf G')=\Omega\,n(\mathbf G)} .$$

**Limit: $\mathbf G=0$.** Here $\Omega n(0)$ is the number of electrons per cell, which must not change. The component $n(0)$ itself is the mean density, and it falls as $1/\det F$.

**Numbers.** The two atoms of the model are Gaussian wells, $-A_s e^{-r^2/(2w_s^2)}$, with depths $A_s$ of 1.5 and 1.0 Ha and widths $w_s$ of 1.0 and 1.2 bohr. Two electrons per cell fill the lowest band. They do not repel each other, so this is a test of the strain rules and not a description of a material. The strain above changes the volume from 273.00 to 278.38 bohr³. For the triple $(1,0,0)$, the coefficient sum gives $\Omega n=0.7172-0.0918\,i$. Integrating the stretched density over the strained cell gives the same value.

The condition of fixed coefficients matters. If the cell is expanded by 1% in each direction and the electrons are solved anew, this component becomes $0.7351-0.0902\,i$. The invariance describes stretched orbitals, not the new ground state. Section 6 shows why stretched orbitals are enough for the stress.

## 5. The kinetic stress

Define the stress by

$$\sigma_{\alpha\beta}=\frac1\Omega\left.\frac{\partial E}{\partial\varepsilon_{\alpha\beta}}\right|_{\varepsilon=0},$$

which is positive in tension. The pressure is $p=-\tfrac13\sum_\alpha\sigma_{\alpha\alpha}$.

At fixed coefficients, the kinetic energy per cell is

$$T(\varepsilon)=\frac12\sum_{n\mathbf k}w_{\mathbf k}f_{n\mathbf k}\sum_{\mathbf G}|c_{n\mathbf k}(\mathbf G)|^2\,|\mathbf q'|^2 ,$$

and the strain enters through $\mathbf q'$ alone. In (1), $\varepsilon_{\alpha\beta}$ appears when $\delta=\alpha$ and $\gamma=\beta$, so

$$\frac{\partial q_\gamma'}{\partial\varepsilon_{\alpha\beta}}=-\delta_{\gamma\beta}\,q_\alpha .$$

The chain rule then gives

$$\frac{\partial|\mathbf q'|^2}{\partial\varepsilon_{\alpha\beta}}
=2\sum_\gamma q_\gamma(-\delta_{\gamma\beta}q_\alpha)=-2q_\alpha q_\beta . \tag{2}$$

The factor 2 cancels the $\tfrac12$ in $T$. Dividing by the volume,

$$\boxed{\sigma^{\rm kin}_{\alpha\beta}=-\frac1\Omega\sum_{n\mathbf k}w_{\mathbf k}f_{n\mathbf k}\sum_{\mathbf G}|c_{n\mathbf k}(\mathbf G)|^2\,(\mathbf k+\mathbf G)_\alpha(\mathbf k+\mathbf G)_\beta} .$$

The tensor is symmetric although $\varepsilon$ was not assumed to be. This agrees with the rotation limit: an infinitesimal rotation has antisymmetric $\varepsilon$ and leaves every $|\mathbf q|$ unchanged.

**Limit: one plane wave.** With one electron in the wave $\mathbf q$ along $x$, the formula gives $\sigma_{xx}=-q^2/\Omega$ and no other component. The electron density is $1/\Omega$, the velocity is $q$, and the momentum carried is $q$. The product $q^2/\Omega$ is the flow of momentum through unit area, and the minus sign says that it pushes outward.

**Limit: isotropic strain.** Summing the diagonal elements gives $\sum_\alpha\sigma^{\rm kin}_{\alpha\alpha}=-2T/\Omega$, and hence

$$p^{\rm kin}=\frac{2T}{3\Omega}.$$

The model has $T=0.557915$ Ha, so

$$p^{\rm kin}=\frac{2(0.557915)}{3(273)}=1.362\times10^{-3}\ \text{Ha/bohr}^3=40.1\ \text{GPa}.$$

A more demanding test stretches the orbitals in real space, computes $\tfrac12\int|\nabla'\psi'|^2d^3r'$ with numerical gradients, and differentiates the result with respect to each strain component. For $xx$ this gives $-1.35864$ mHa/bohr³, in agreement with the formula to all printed digits. The program tests all nine components.

The sum over $\mathbf k$ must represent the whole mesh. The model uses a shifted $2\times2\times2$ mesh, with fractional coordinates $\pm\tfrac14$. Four points stand for its eight, because time reversal pairs $\mathbf k$ with $-\mathbf k$. This changes $\mathbf q$ to $-\mathbf q$ and leaves $q_\alpha q_\beta$ unchanged. If a mesh is reduced by rotations or reflections instead, $q_\alpha q_\beta$ does change, and the tensor must be averaged over those operations.

## 6. Why the coefficients may be frozen

In a real deformation the coefficients adjust. Consider one electron with $Hc=\lambda c$ and $c^\dagger c=1$, where $H$ is the Hamiltonian matrix in the plane-wave basis. Its energy is $E=c^\dagger Hc$, and a small strain changes it by

$$dE=c^\dagger(dH)c+(dc^\dagger)Hc+c^\dagger H\,dc .$$

Since $Hc=\lambda c$ and $c^\dagger H=\lambda c^\dagger$, the last two terms are

$$\lambda\left(dc^\dagger\,c+c^\dagger dc\right)=\lambda\,d(c^\dagger c)=0 .$$

Here it matters that the normalization $c^\dagger c=1$ does not involve the cell. What remains is $dE=c^\dagger(dH)c$, the change at frozen coefficients. Summing over electrons with fixed occupations gives the result for the model.

The same step works for a self-consistent mean-field energy if its derivative with respect to $c_n^*$ is $f_nHc_n$ and the orbitals solve $Hc_n=\lambda_nc_n$. The terms containing $dc_n$ then again add up to $f_n\lambda_n\,d(c_n^\dagger c_n)=0$. The numerical example covers independent electrons.

The error of freezing should thus be of second order in the strain. For isotropic strains of 0.004 and 0.002, the frozen energy lies above the re-solved one by $1.98\times10^{-5}$ and $4.98\times10^{-6}$ Ha. The ratio is 3.98, close to the expected 4.

This argument applies to the total energy, not to $T$ alone, because $c$ is not an eigenvector of the kinetic matrix. For isotropic strain $\eta$, the model gives

$$\frac{dT}{d\eta}=-1.116\ \text{Ha (frozen)},\qquad \frac{dT}{d\eta}=+0.366\ \text{Ha (re-solved)} .$$

Even the sign differs. The size of the re-solved slope is not converged: it is $+0.42$ Ha with a 14 Ha cutoff on the same mesh, and $+0.15$ Ha on a $6\times6\times6$ mesh at 5 Ha. It stays positive in both cases. The first-order change of $T$ due to the coefficients is cancelled by that of the potential energy. The kinetic stress is therefore a contribution to the total stress, and not the derivative of the kinetic energy of the relaxed electrons.

## 7. Completing the stress of the model

To test the sum, the potential part is needed. Let $v_s(|\mathbf G|)$ be the Fourier integral of well $s$. The periodic potential has components $V(\mathbf G)=\Omega^{-1}\sum_s e^{-i\mathbf G\cdot\boldsymbol\tau_s}v_s$, and

$$E_{\rm loc}=\int_\Omega nV\,d^3r=\Omega\sum_{\mathbf G}n^*(\mathbf G)V(\mathbf G)
=\frac1\Omega\sum_{\mathbf G}[\Omega n(\mathbf G)]^*\sum_s e^{-i\mathbf G\cdot\boldsymbol\tau_s}\,v_s(|\mathbf G|).$$

The density factor and the phases are the invariants found above. Only $1/\Omega$ and $v_s$ vary. Since $\det(1+\varepsilon)=1+\sum_\alpha\varepsilon_{\alpha\alpha}+O(\varepsilon^2)$,

$$\frac{\partial}{\partial\varepsilon_{\alpha\beta}}\frac1\Omega=-\frac{\delta_{\alpha\beta}}{\Omega}.$$

For the Gaussian wells, $v_s=-A_s(2\pi)^{3/2}w_s^3\,e^{-w_s^2G^2/2}$. Equation (2), applied to $\mathbf G$, gives

$$\frac{\partial v_s}{\partial\varepsilon_{\alpha\beta}}=v_s\left(-\frac{w_s^2}{2}\right)(-2G_\alpha G_\beta)=w_s^2G_\alpha G_\beta\,v_s .$$

Adding the two changes and dividing by $\Omega$,

$$\sigma^{\rm loc}_{\alpha\beta}=\frac1{\Omega^2}\sum_{\mathbf G}[\Omega n(\mathbf G)]^*\sum_s e^{-i\mathbf G\cdot\boldsymbol\tau_s}\,v_s\left(-\delta_{\alpha\beta}+w_s^2G_\alpha G_\beta\right).$$

**Limit: uniform density.** Only $\mathbf G=0$ survives, and $\sigma^{\rm loc}_{\alpha\beta}=-\delta_{\alpha\beta}E_{\rm loc}/\Omega$. As $E_{\rm loc}$ is negative, this is a tension: expansion dilutes the attractive wells and raises the energy.

The results for the model, in mHa/bohr³, are:

| Part | $xx$ | $yy$ | $zz$ | $yz$ |
|---|---:|---:|---:|---:|
| kinetic | −1.359 | −1.334 | −1.395 | 0.068 |
| local | 1.969 | 1.968 | 1.887 | 0.092 |
| total | 0.610 | 0.634 | 0.492 | 0.161 |

The totals agree with finite differences of energies for which the electrons were solved anew at every strain. The total pressure is

$$p=-\frac{0.610+0.634+0.492}{3}=-0.579\ \text{mHa/bohr}^3$$

from these rounded entries; the unrounded value is $-0.578$ mHa/bohr³, or $-17.0$ GPa. The negative sign means that this model cell would lower its energy by contracting.

## 8. What is held fixed in the basis

The integer triples that label the plane waves were chosen in the unstrained cell, with $|\mathbf q|^2/2<5$ Ha, and then kept. The formulas give the derivative for this fixed set. If the set is chosen again at each strain with the same energy cutoff, waves can enter or leave it, and the finite-basis energy follows a different curve.

Agreement with finite differences therefore does not show that the basis is large enough. Raising the cutoff to 10 Ha changes the kinetic $xx$ stress from $-1.359$ to $-1.370$ mHa/bohr³, and the total $xx$ stress from $0.610$ to $0.594$ mHa/bohr³. The latter shift is about 2.6% of the 5 Ha value. The kinetic shift is only about 0.8% of its 5 Ha value. The total shifts more in relative terms for two reasons: it is a difference of two larger numbers, and the shift of the local part (about $-0.005$ mHa/bohr³) has the same sign as the kinetic one (about $-0.012$ mHa/bohr³), so the two add.

The sign of the shift is what one would expect. Under expansion a fixed set reaches only to smaller $|\mathbf q|$, so its description of the orbitals gets poorer and the energy rises too much. This adds a spurious tension, which should shrink as the basis grows. The program shows the decrease, but does not isolate this cause.

The k-point mesh matters more than the cutoff. All numbers above are for the $2\times2\times2$ mesh. On an $8\times8\times8$ mesh at 5 Ha, $T$ rises from $0.558$ to $0.613$ Ha and the kinetic pressure from $40.1$ to $44.1$ GPa. The total $xx$ stress falls from $0.610$ to $0.488$ mHa/bohr³, a shift of 20%, and the total pressure moves from $-0.578$ to $-0.487$ mHa/bohr³ ($-17.0$ to $-14.3$ GPa). The component $\Omega n$ for $(1,0,0)$ changes from $0.717-0.092\,i$ to $0.825-0.073\,i$. The signs stay the same. The strain rules hold for any mesh with fixed fractional coordinates, so the coarse mesh tests them equally well, but its numbers are not converged properties of the model crystal.

## Computed results

```
lattice vector a1 (bohr): 6.00 0.00 0.00
lattice vector a2 (bohr): 1.00 6.50 0.00
lattice vector a3 (bohr): 0.50 -0.80 7.00
well 1: fractional 0.00 0.00 0.00; depth 1.5 Ha; width 1.0 bohr
well 2: fractional 0.40 0.45 0.35; depth 1.0 Ha; width 1.2 bohr
strain matrix row 1: 0.030 0.020 0.000
strain matrix row 2: -0.010 -0.020 0.015
strain matrix row 3: 0.010 0.000 0.010
electrons per cell: 2; k-points: 4
fractional k-points: 0.25 0.25 0.25; 0.25 0.25 -0.25; 0.25 -0.25 0.25; 0.25 -0.25 -0.25
cutoff: 5.0 Ha; plane waves per k: [145, 148, 150, 143]
volume before, after (bohr^3): 273.0000 278.3778
det F: 1.01969900
b1 before (1/bohr): 1.047198 -0.161107 -0.093212
b1 after  (1/bohr): 1.015769 -0.185125 -0.089540
b2 before (1/bohr): 0.000000 0.966644 0.110474
b2 after  (1/bohr): 0.008655 0.986195 0.094733
b3 before (1/bohr): 0.000000 0.000000 0.897598
b3 after  (1/bohr): -0.008627 0.000176 0.888708
largest error of a'.b' without transpose: 0.21236
first-order remainder ratio, strain halved: 3.9989
S(1, 0, 0) before: 0.190983 -0.587785i
  after: 0.190983 -0.587785i; atoms unmoved: 0.287626 -0.701800i
  volume*n before: 0.717217 -0.091845i
  volume*n after:  0.717217 -0.091845i
S(1, -1, 0) before: 1.951057 +0.309017i
  after: 1.951057 +0.309017i; atoms unmoved: 1.876096 +0.482136i
  volume*n before: 0.503024 +0.022578i
  volume*n after:  0.503024 +0.022578i
S(0, 1, 2) before: 1.587785 -0.809017i
  after: 1.587785 -0.809017i; atoms unmoved: 1.631749 -0.775173i
  volume*n before: 0.217589 -0.028676i
  volume*n after:  0.217589 -0.028676i
volume*n(1,0,0), re-solved at 1% expansion: 0.735060 -0.090189i
total energy, kinetic energy (Ha): -0.436676 0.557915
smallest direct gap (Ha): 0.10655
stress order: xx yy zz yz xz xy; unit: mHa/bohr^3
kinetic, formula:           -1.35864 -1.33387 -1.39478 0.06825 0.01706 -0.00288
kinetic, stretched orbital: -1.35864 -1.33387 -1.39478 0.06825 0.01706 -0.00288
local potential, formula:   1.96853 1.96757 1.88663 0.09244 0.01324 -0.03339
total, formula:             0.60989 0.63370 0.49185 0.16069 0.03030 -0.03627
total, re-solved energies:  0.60989 0.63370 0.49185 0.16069 0.03030 -0.03627
kinetic pressure: 1.36243 mHa/bohr^3 = 40.084 GPa
total pressure: -0.57848 mHa/bohr^3 = -17.020 GPa
dT/d(isotropic strain), frozen, re-solved (Ha): -1.11583 0.36606
frozen energy error at strain 0.004, 0.002 (Ha): 1.9840e-05 4.9835e-06
ratio of these errors: 3.9811
cutoff 10.0 Ha: total energy -0.437785 Ha
  kinetic stress (mHa/bohr^3): -1.37015 -1.34577 -1.40625 0.06831 0.01697 -0.00328
  total stress (mHa/bohr^3):   0.59384 0.61669 0.47602 0.16061 0.03035 -0.03694
```
